\section*{Why auxiliary-field Monte Carlo needs no locality approximation for nonlocal pseudopotentials}

\section{What symmetry already fixes}

A nonlocal pseudopotential acts on one electron at a time and treats all electrons alike. For $N$ electrons it is
\begin{equation}
\hat V_{\rm NL}=\sum_{i=1}^{N} v_{\rm NL}(i),
\end{equation}
where $v_{\rm NL}(i)$ moves the coordinate of electron $i$ and leaves the others alone. Terms with different $i$ commute, so $e^{-\tau\hat V_{\rm NL}}$ must be a product of identical factors $B(\tau)$, one per electron. Successive propagations add their times, $B(\tau_1+\tau_2)=B(\tau_1)B(\tau_2)$, and for short times $B=1-\tau v_{\rm NL}+\dots$. Hence $dB/d\tau=-v_{\rm NL}B$ with $B(0)=1$, and
\begin{equation}
B(\tau)=e^{-\tau v_{\rm NL}} .
\end{equation}
The exponent is dimensionless, as it must be: $\tau$ is an inverse energy in the hartree atomic units used here.

Applying one linear map to every orbital of a Slater determinant should give another Slater determinant. The two derivations below make this precise.

Take a finite orthonormal one-particle basis $|p\rangle$, with spin included in the label, and define
\begin{equation}
(v_{\rm NL})_{pq}=\langle p|v_{\rm NL}|q\rangle .
\end{equation}
For separable channels, $v_{\rm NL}=\sum_l|b_l\rangle D_l\langle b_l|$, this is $\sum_l\langle p|b_l\rangle D_l\langle b_l|q\rangle$. Norm conservation matters in one respect: the one-electron equation contains no generalized overlap operator, so the ordinary inner product applies. The Hamiltonian is thereby projected onto the basis. The matrix is exponentiated after projection, and basis-set error remains.

Let the columns of $\Phi$ be the occupied orbitals, $|\varphi_k\rangle=\sum_q|q\rangle\Phi_{qk}$. For any matrix $A$, Hermitian or not, with $\hat A=\sum_{pq}A_{pq}c_p^\dagger c_q$, the claim is
\begin{equation}
e^{-\tau\hat A}|\Phi\rangle=|e^{-\tau A}\Phi\rangle . \label{eq:map}
\end{equation}

\section{First derivation: creation operators}

Write the determinant as
\begin{equation}
|\Phi\rangle=\prod_{k=1}^{N}\Big(\sum_q c_q^\dagger\Phi_{qk}\Big)|0\rangle ,
\end{equation}
with the factors in a fixed order. Since $c_q^\dagger c_p^\dagger=-c_p^\dagger c_q^\dagger$,
\begin{align}
[c_p^\dagger c_r,c_q^\dagger]
&=c_p^\dagger c_rc_q^\dagger-c_q^\dagger c_p^\dagger c_r\\
&=c_p^\dagger(c_rc_q^\dagger+c_q^\dagger c_r)=c_p^\dagger\delta_{rq}.
\end{align}
Multiplying by $A_{pr}$ and summing gives
\begin{equation}
[\hat A,c_q^\dagger]=\sum_p c_p^\dagger A_{pq}.
\end{equation}

Now define $c_q^\dagger(\tau)=e^{-\tau\hat A}c_q^\dagger e^{\tau\hat A}$. Differentiation gives
\begin{equation}
\frac{d}{d\tau}c_q^\dagger(\tau)
=-e^{-\tau\hat A}[\hat A,c_q^\dagger]e^{\tau\hat A}
=-\sum_p c_p^\dagger(\tau)A_{pq}.
\end{equation}
This linear equation, with $c_q^\dagger(0)=c_q^\dagger$, has the solution
\begin{equation}
c_q^\dagger(\tau)=\sum_p c_p^\dagger(e^{-\tau A})_{pq}.
\end{equation}

Insert $e^{\tau\hat A}e^{-\tau\hat A}=1$ between neighbouring factors of $|\Phi\rangle$. Because $\hat A|0\rangle=0$, the last exponential leaves the vacuum unchanged. Therefore
\begin{align}
e^{-\tau\hat A}|\Phi\rangle
&=\prod_k\Big(\sum_q c_q^\dagger(\tau)\Phi_{qk}\Big)|0\rangle\\
&=\prod_k\Big(\sum_p c_p^\dagger(e^{-\tau A}\Phi)_{pk}\Big)|0\rangle ,
\end{align}
which is \eqref{eq:map}. The new orbitals need not be orthonormal; their norm and overlaps carry the weight of the determinant.

\section{Second derivation: antisymmetrized products}

In first quantization the same determinant is
\begin{equation}
|\Phi\rangle=\frac{1}{\sqrt{N!}}\sum_P{\rm sgn}(P)\,
P\,|\varphi_1\rangle\otimes\cdots\otimes|\varphi_N\rangle ,
\end{equation}
where $P$ permutes the electrons. The operator is $\hat A=\sum_iA(i)$. Its terms commute, so the exponential of the sum factorizes:
\begin{equation}
e^{-\tau\hat A}=\prod_i e^{-\tau A(i)}
=e^{-\tau A}\otimes\cdots\otimes e^{-\tau A}.
\end{equation}
All factors are equal, so this product commutes with every $P$. Moving it through the permutation sum gives
\begin{equation}
e^{-\tau\hat A}|\Phi\rangle=\frac{1}{\sqrt{N!}}\sum_P{\rm sgn}(P)\,
P\,|e^{-\tau A}\varphi_1\rangle\otimes\cdots\otimes|e^{-\tau A}\varphi_N\rangle ,
\end{equation}
again \eqref{eq:map}.

\section{What each derivation assumes}

The first derivation uses the canonical anticommutation relations, which require an orthonormal basis, and a vacuum annihilated by $\hat A$. It does not fix the electron number in advance. The second fixes $N$ and uses the exchange symmetry of the operator. It needs no anticommutators, and it would also carry a symmetrized product into a symmetrized product.

Both need $\hat A$ to be a sum of one-electron terms. Neither needs $A$ to be Hermitian, local or diagonal in position. A pair repulsion violates the common assumption: its terms do not separate into factors for individual electrons, and its exponential generally turns one determinant into a superposition.

\section{Including the electron repulsion}

Let $n_i$ be the total density operator at grid point $i$, and let the repulsion matrix $V$ be positive definite. Removing the self-interaction from $\frac12n^TVn$ gives
\begin{equation}
\hat V_{ee}=\tfrac12n^TVn-\tfrac12\sum_iV_{ii}n_i .
\end{equation}
For a fixed background density $\bar n$, expanding the square shows that
\begin{equation}
\tfrac12n^TVn=\tfrac12(n-\bar n)^TV(n-\bar n)+\bar n^TVn-\tfrac12\bar n^TV\bar n .
\end{equation}
Only the first term on the right is two-body. With $V=LL^T$ and $y=L^T(n-\bar n)$ it equals $\frac12\sum_\gamma y_\gamma^2$. The densities commute, so each $y_\gamma$ can be treated as a number. Completing the square,
\begin{equation}
-\tfrac12\xi^2+i\sqrt\tau\,\xi y
=-\tfrac12(\xi-i\sqrt\tau\,y)^2-\tfrac12\tau y^2,
\end{equation}
and integrating over $\xi$, where the contour may be shifted by $i\sqrt\tau\,y$ because the integrand is entire and decays in the strip, so that the shifted Gaussian still integrates to $\sqrt{2\pi}$, gives
\begin{equation}
e^{-\tau y^2/2}=\int_{-\infty}^{\infty}\frac{d\xi}{\sqrt{2\pi}}\,
e^{-\xi^2/2}\,e^{i\sqrt\tau\,\xi y}. \label{eq:hs}
\end{equation}
For each field the last factor is the exponential of a one-body operator, so \eqref{eq:map} applies.

Let $h=t+v_{\rm loc}+v_{\rm NL}$, and collect the one-body terms in
\begin{equation}
\tilde h=h+{\rm diag}(V\bar n)-\tfrac12{\rm diag}(V_{ii}).
\end{equation}
One symmetric time step multiplies the orbital matrix by
\begin{equation}
B(\xi)=e^{-\tau\tilde h/2}\,
{\rm diag}\!\left(e^{i\sqrt\tau(L\xi)_i}\right)e^{-\tau\tilde h/2},
\end{equation}
and the weight by $e^{-i\sqrt\tau\,\xi^TL^T\bar n}\,e^{\tau\bar n^TV\bar n/2}$. The entire nonlocal matrix is inside $\tilde h$.

The field-averaged step has the form $S(\tau)=e^{-\tau a/2}e^{-\tau b}e^{-\tau a/2}$ with $a+b=H$. It satisfies $S(-\tau)S(\tau)=1$, so for small $\tau$ its logarithm is odd in $\tau$: $\ln S=-\tau H+O(\tau^3)$. The effective Hamiltonian, and with it the energy, has an $O(\tau^2)$ error.

The nonlocal energy needs no real-space integration during the simulation. In the overlap of two antisymmetrized products, the double permutation sum depends only on the relative permutation, which occurs $N!$ times and cancels the normalization. With $\psi_k$ the trial orbitals, $\langle\Psi_T|\Phi\rangle=\sum_P{\rm sgn}(P)\prod_k\langle\psi_k|\varphi_{P(k)}\rangle=\det(\Psi_T^\dagger\Phi)$. By \eqref{eq:map},
\begin{align}
\frac{\langle\Psi_T|\hat V_{\rm NL}|\Phi\rangle}{\langle\Psi_T|\Phi\rangle}
&=\frac{d}{d\epsilon}\ln\det(\Psi_T^\dagger e^{\epsilon v_{\rm NL}}\Phi)\Big|_{\epsilon=0}\\
&={\rm Tr}\big[(\Psi_T^\dagger\Phi)^{-1}\Psi_T^\dagger v_{\rm NL}\Phi\big]
={\rm Tr}(v_{\rm NL}G),
\end{align}
where $G=\Phi(\Psi_T^\dagger\Phi)^{-1}\Psi_T^\dagger$. The second line uses $d\ln\det M={\rm Tr}(M^{-1}dM)$ and cyclicity of the trace. The overlap must be nonzero.

\section{Where the locality approximation enters}

In coordinate-space diffusion Monte Carlo a walker is a point $R$ in the space of all electron positions. To first order, an off-diagonal kernel element is $-\tau\langle R|H|R'\rangle$. A nonlocal potential can make it negative, and it then cannot serve as a transition probability. The locality approximation replaces $\hat V_{\rm NL}$ by multiplication with
\begin{equation}
V_L(R)=\frac{(\hat V_{\rm NL}\Psi_T)(R)}{\Psi_T(R)} .
\end{equation}
The resulting $H_L$ satisfies $H_L\Psi_T=H\Psi_T$. If $\Psi_T$ is an eigenstate of $H$, it is also an eigenstate of $H_L$ with the same energy. The two operators still differ, since $V_L$ is diagonal in $R$ and $\hat V_{\rm NL}$ is not; they agree in their action on $\Psi_T$. For a trial that is not an eigenstate, the ground energy of $H_L$ need not equal that of $H$ and can depend on $\Psi_T$.

A determinant walker does not meet this difficulty, because $e^{-\tau v_{\rm NL}}$ changes its orbitals instead of selecting a new point. Auxiliary-field Monte Carlo has a different difficulty: the complex weights can cancel. A phaseless constraint controls the cancellation at the price of a trial-dependent bias. That bias is separate from the locality approximation, and a constrained calculation should not be called exact merely because $v_{\rm NL}$ is treated without approximation.

\section{A three-electron example}

Two up electrons and one down electron occupy 11 grid points spaced by 0.8 bohr. The well is $-3/\sqrt{x^2+1}$ and the repulsion is $1/\sqrt{(x-x')^2+1}$. The nonlocal part has an even projector proportional to $e^{-x^2/(2w^2)}$ and an odd one proportional to $xe^{-x^2/(2w^2)}$, both normalized, with $w=0.6$ bohr and strengths 0.6 and 0.3 hartree. These parity channels play the part of angular-momentum channels. The many-electron space has dimension 605, small enough for diagonalization.

At $\tau=0.5$ hartree$^{-1}$, for $v_{\rm NL}$ and random complex orbitals, the norm of the difference of the two sides of \eqref{eq:map}, divided by the norm of the left side, is $5\times10^{-16}$. To see what the repulsion does, arrange the amplitudes as a matrix with up configurations as rows and down positions as columns. A single determinant gives a matrix of rank one. The converse does not hold, since correlation between the two up electrons alone keeps the rank at one; a higher rank rules out a determinant, while rank one is only consistent with it. Starting from the Hartree trial determinant described below, the ratio of the second to the first singular value is $3\times10^{-16}$ after $e^{-\tau\hat V_{\rm NL}}$, but 0.065 after $e^{-\tau\hat V_{ee}}$.

The sign difficulty can be followed by hand. Between $x=-0.8$ and $+0.8$ bohr the nonlocal matrix element is $-0.07146$ hartree. Let the up electrons start at $(-0.8,0)$, and let the first jump to $+0.8$. Restoring the order $(0,0.8)$ exchanges two fermions, so the element of $H$ is $+0.07146$ hartree. At $\tau=0.05$ hartree$^{-1}$ the first-order kernel element is
\begin{equation}
-0.05\times0.07146=-0.00357 .
\end{equation}
The smallest element of the full kernel, $-0.00316$, belongs to this same jump. Exchange is not required for a negative element: the one-electron kernel $e^{-\tau h}$ is already slightly negative, $-7\times10^{-5}$, between $x=0$ and $1.6$ bohr, where $v_{\rm NL}$ is positive. Without $\hat V_{\rm NL}$ no element is negative within the numerical tolerance.

Two trial determinants are used, both built without $v_{\rm NL}$: one from the bare well and one from a Hartree potential. Neither changes sign in the space of ordered up positions, so fixed-node error does not enter the comparison. Locality errors below are relative to diagonalization of $H$ in the same basis.

Without repulsion the exact energy is $-4.918427$ hartree. A single determinant, propagated without random fields, reproduces all printed digits from either trial. The locality energies are $-4.909662$ hartree for the bare trial and $-4.916958$ hartree for the Hartree trial, errors of 8.8 and 1.5 millihartree. Electron correlation is therefore not needed to produce a locality error.

With repulsion the exact energy is $-3.213787$ hartree, and the locality errors are 28.2 and 10.5 millihartree. Long propagation with the field average evaluated deterministically gives $-3.213782$ hartree at $\tau=0.05$ hartree$^{-1}$. Halving the step reduces the error by a factor of 3.998, in agreement with the $O(\tau^2)$ law. All four locality errors are positive here; this is an observation about the model, not a bound.

An unconstrained simulation with 40\,000 walkers was run to $\beta=2$ hartree$^{-1}$. At this finite projection time the exact mixed energy, with the same time step, is $-3.198713$ hartree, still about 15 millihartree above the ground state. The sampled value is $-3.19831\pm0.00011$ hartree. The difference, 0.40 millihartree, is about 3.6 estimated standard errors. That error bar comes from the scatter of only 20 blocks. Such an estimate is typically uncertain by roughly one sixth, and in this run it came out unusually low, by about a third. The scatter of the 40\,000 independent walkers in the same run gives a better estimate, 0.00017 hartree, which puts the difference at 2.3 standard errors: larger than a typical fluctuation, but not exceptional. The sampled nonlocal energy, $1.03055\pm0.00013$ hartree, lies 2.3 block-estimated standard errors from its reference value of 1.030252 hartree, or 1.7 with the walker-based error of 0.00018 hartree. The sampling thus supports agreement at the level of a few tenths of a millihartree. The sharper evidence is deterministic: the numerical check confirms the determinant map, the field average \eqref{eq:hs} and the mixed estimators separately, without sampling noise.

\section*{Computed results}
\begin{verbatim}
grid points: 11; spacing: 0.8 bohr; well charge: 3.0
softening length of well and repulsion: 1 bohr
channel strengths even, odd: 0.6, 0.3 hartree
projector width: 0.6 bohr
many-electron dimension: 605
v_nl at x=0,0: 0.44788 hartree
v_nl at x=-0.8,+0.8 bohr: -0.07146 hartree
mapping time: 0.5 1/hartree
relative mapping error, v_nl: 5.1e-16
relative mapping error, complex matrix: 7.7e-16
singular-value ratio after exp(-tau V_nl): 3.1e-16
singular-value ratio after exp(-tau V_ee): 0.06471
relative field-average error: 6.7e-16
time step: 0.05 1/hartree
smallest kernel element without V_nl: 4.45e-54
smallest kernel element with V_nl: -0.003157
no repulsion, exact energy: -4.918427 hartree
no repulsion, one determinant, bare trial: -4.918427 hartree
no repulsion, locality, bare trial: -4.909662 hartree
  locality error: 8.765 millihartree
no repulsion, one determinant, Hartree trial: -4.918427 hartree
no repulsion, locality, Hartree trial: -4.916958 hartree
  locality error: 1.469 millihartree
with repulsion, exact energy: -3.213787 hartree
with repulsion, locality, bare trial: -3.185605 hartree
  locality error: 28.182 millihartree
with repulsion, locality, Hartree trial: -3.203270 hartree
  locality error: 10.517 millihartree
Hartree trial overlap with exact ground state: 0.94995
long projection, step 0.05: -3.213782 hartree
long projection, step 0.025: -3.213785 hartree
ratio of the two time-step errors: 3.998
Monte Carlo: beta 2.0 1/hartree, 40 steps, 40000 walkers
exact mixed energy at beta, zero step: -3.198718 hartree
exact mixed energy at beta, same step: -3.198713 hartree
Monte Carlo mixed energy: -3.19831 +/- 0.00011 hartree
exact mixed V_nl at beta, same step: 1.030252 hartree
Monte Carlo mixed V_nl: 1.03055 +/- 0.00013 hartree
real weight sum over absolute weight sum: 0.9817
\end{verbatim}
